\section*{Symmetry relations for the phonon-induced potential at rotated and opposite wavevectors, part 2}

When the atoms of type $\kappa$ are displaced along the Cartesian direction $\alpha$ in a wave of wavevector $\mathbf q$, the self-consistent potential changes by $\partial V_{\kappa\alpha\mathbf q}$ per unit displacement. The problem is to relate this function at different wavevectors. Hartree atomic units are used in the algebra, eV and \AA{} in the numbers. Atoms sit at $\mathbf R_p+\boldsymbol\tau_\kappa$, with $\mathbf R_p$ a lattice vector, and
\begin{equation}
\partial V_{\kappa\alpha\mathbf q}(\mathbf r)=\sum_p e^{i\mathbf q\cdot\mathbf R_p}\,\partial_{\kappa\alpha p}V(\mathbf r),\qquad
\partial_{\kappa\alpha p}V=\frac{\partial V}{\partial\tau_{\kappa\alpha p}} .
\label{eq:def}
\end{equation}
A symmetry operation $g=\{S|\mathbf v\}$, with $S$ real orthogonal, sends $\mathbf r$ to $S\mathbf r+\mathbf v$ and atom $\kappa$ to an atom $g\kappa$ of the same species:
\begin{equation}
S\boldsymbol\tau_\kappa+\mathbf v=\boldsymbol\tau_{g\kappa}+\mathbf L_\kappa ,\qquad \mathbf L_\kappa \text{ a lattice vector.}
\label{eq:L}
\end{equation}
The law established is
\begin{equation}
\partial V_{g\kappa,\beta,S\mathbf q}(\mathbf r)=e^{iS\mathbf q\cdot\mathbf L_\kappa}\sum_\alpha S_{\beta\alpha}\,\partial V_{\kappa\alpha\mathbf q}\bigl(S^{-1}(\mathbf r-\mathbf v)\bigr).
\label{eq:A}
\end{equation}
It assumes a static, local Kohn--Sham potential, spherical ionic terms, a Hartree and exchange-correlation potential covariant under rigid motions, and a spin-unpolarized, unique ground state that is differentiable in the atomic positions. The crystal's potential $V$ and density $n$ are then invariant under $g$.

Two examples return. The doubled chain has identical atoms at $\tau_0=0$ and $\tau_1=a/2$ in a cell of length $a$, exchanged by $g=\{1|a/2\}$. The $P3_121$ crystal has a hexagonal lattice $\mathbf a_1,\mathbf a_2,\mathbf a_3$ and three identical atoms at fractional positions $\boldsymbol\tau_0=(\tfrac14,0,\tfrac13)$, $\boldsymbol\tau_1=(0,\tfrac14,\tfrac23)$, $\boldsymbol\tau_2=(\tfrac34,\tfrac34,0)$. Its screw $(x,y,z)\to(-y,\,x-y,\,z+\tfrac13)$ has $\mathbf v=(0,0,\tfrac13)$, maps wavevectors, in components along the reciprocal basis, as $(h,k,l)\to(-h-k,\,h,\,l)$, and maps atoms as
\begin{align}
\boldsymbol\tau_0&\to(0,\tfrac14,\tfrac23)=\boldsymbol\tau_1, & \mathbf L_0&=(0,0,0),\nonumber\\
\boldsymbol\tau_1&\to(-\tfrac14,-\tfrac14,1)=\boldsymbol\tau_2+\mathbf L_1, & \mathbf L_1&=(-1,-1,1),\nonumber\\
\boldsymbol\tau_2&\to(-\tfrac34,0,\tfrac13)=\boldsymbol\tau_0+\mathbf L_2, & \mathbf L_2&=(-1,0,0).
\label{eq:screwL}
\end{align}

\subsection{Periodic part and Fourier components}

A calculation stores the lattice-periodic part $\partial v_{\kappa\alpha\mathbf q}=e^{-i\mathbf q\cdot\mathbf r}\partial V_{\kappa\alpha\mathbf q}$. On the right of (\ref{eq:A}),
\begin{equation}
\partial V_{\mathbf q}(g^{-1}\mathbf r)=e^{i\mathbf q\cdot S^{-1}(\mathbf r-\mathbf v)}\partial v_{\mathbf q}(g^{-1}\mathbf r)=e^{iS\mathbf q\cdot\mathbf r}\,e^{-iS\mathbf q\cdot\mathbf v}\,\partial v_{\mathbf q}(g^{-1}\mathbf r).
\end{equation}
The factor $e^{iS\mathbf q\cdot\mathbf r}$ cancels against the left side, and (\ref{eq:L}) gives $\mathbf L_\kappa-\mathbf v=S\boldsymbol\tau_\kappa-\boldsymbol\tau_{g\kappa}$:
\begin{equation}
\partial v_{g\kappa,\beta,S\mathbf q}(\mathbf r)=e^{iS\mathbf q\cdot(S\boldsymbol\tau_\kappa-\boldsymbol\tau_{g\kappa})}\sum_\alpha S_{\beta\alpha}\,\partial v_{\kappa\alpha\mathbf q}(g^{-1}\mathbf r).
\label{eq:per}
\end{equation}
The fractional translation has left the explicit phase and survives in the argument. For the doubled chain the phases are $e^{-iqa/2}$ for $0\to1$ and $e^{+iqa/2}$ for $1\to0$. Their product is $1$, as it must be for a periodic function shifted by $a$.

Expand $\partial v_{\mathbf q}(\mathbf r)=\sum_{\mathbf G}\partial v_{\mathbf q}(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$. Each plane wave becomes $e^{i\mathbf G\cdot S^{-1}(\mathbf r-\mathbf v)}=e^{iS\mathbf G\cdot\mathbf r}e^{-iS\mathbf G\cdot\mathbf v}$. The vector $S\mathbf G$ is a reciprocal lattice vector, since $S\mathbf G\cdot\mathbf R=\mathbf G\cdot S^{-1}\mathbf R$ is a multiple of $2\pi$. Comparing coefficients of $e^{iS\mathbf G\cdot\mathbf r}$,
\begin{equation}
\partial v_{g\kappa,\beta,S\mathbf q}(S\mathbf G)=e^{iS\mathbf q\cdot(S\boldsymbol\tau_\kappa-\boldsymbol\tau_{g\kappa})}\,e^{-iS\mathbf G\cdot\mathbf v}\sum_\alpha S_{\beta\alpha}\,\partial v_{\kappa\alpha\mathbf q}(\mathbf G).
\label{eq:fou}
\end{equation}

The bare ionic term is a limit in which (\ref{eq:fou}) can be verified in closed form. For a spherical ionic potential with transform $w(|\mathbf K|)=\int w(r)e^{-i\mathbf K\cdot\mathbf r}d^3r$ and cell volume $\Omega$, the Bloch sum $\sum_pe^{i\mathbf q\cdot\mathbf R_p}w(|\mathbf r-\boldsymbol\tau-\mathbf R_p|)$ equals $\Omega^{-1}\sum_{\mathbf G}w(|\mathbf q+\mathbf G|)e^{i(\mathbf q+\mathbf G)\cdot(\mathbf r-\boldsymbol\tau)}$; this follows by multiplying with $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}$ and averaging over a cell, where the sum over $p$ extends the integral to all space. The derivative with respect to $\tau_\alpha$ brings down $-i(\mathbf q+\mathbf G)_\alpha$:
\begin{equation}
\partial v^{\rm ion}_{\kappa\alpha\mathbf q}(\mathbf G)=-\frac{i}{\Omega}(\mathbf q+\mathbf G)_\alpha\,w(|\mathbf q+\mathbf G|)\,e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_\kappa}.
\label{eq:bare}
\end{equation}
Evaluate this at $(g\kappa,\beta,S\mathbf q,S\mathbf G)$. The vector factor is $\sum_\alpha S_{\beta\alpha}(\mathbf q+\mathbf G)_\alpha$ and $w$ is unchanged. In the exponent insert $\boldsymbol\tau_{g\kappa}=S\boldsymbol\tau_\kappa+\mathbf v-\mathbf L_\kappa$:
\begin{equation}
e^{-iS(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_{g\kappa}}=e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_\kappa}\;e^{iS\mathbf q\cdot(\mathbf L_\kappa-\mathbf v)}\;e^{-iS\mathbf G\cdot\mathbf v}\;e^{iS\mathbf G\cdot\mathbf L_\kappa}.
\end{equation}
The last factor is $1$, and the two middle factors are those of (\ref{eq:fou}).

If the Bloch sum is weighted with the atomic position, $e^{i\mathbf q\cdot(\mathbf R_p+\boldsymbol\tau_\kappa)}$, the periodic part is $\partial\tilde v_{\kappa\alpha\mathbf q}=e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}\partial v_{\kappa\alpha\mathbf q}$. Multiplying (\ref{eq:per}) by $e^{iS\mathbf q\cdot\boldsymbol\tau_{g\kappa}}$ leaves the phase $e^{i\mathbf q\cdot\boldsymbol\tau_\kappa}$, which is absorbed on the right:
\begin{equation}
\partial\tilde v_{g\kappa,\beta,S\mathbf q}(\mathbf r)=\sum_\alpha S_{\beta\alpha}\,\partial\tilde v_{\kappa\alpha\mathbf q}(g^{-1}\mathbf r).
\end{equation}

\subsection{Folding back onto the mesh}

The vector $S\mathbf q$ may differ from the stored mesh point $\mathbf q'$ by a reciprocal lattice vector, $S\mathbf q=\mathbf q'+\mathbf G_0$. In (\ref{eq:def}) $e^{i\mathbf G_0\cdot\mathbf R_p}=1$, so $\partial V_{\mathbf q'}=\partial V_{S\mathbf q}$. The periodic parts differ:
\begin{equation}
\partial v_{\mathbf q'}(\mathbf r)=e^{-i\mathbf q'\cdot\mathbf r}e^{iS\mathbf q\cdot\mathbf r}\,\partial v_{S\mathbf q}(\mathbf r)=e^{i\mathbf G_0\cdot\mathbf r}\,\partial v_{S\mathbf q}(\mathbf r),
\label{eq:fold}
\end{equation}
which shifts the Fourier index, $\partial v_{\mathbf q'}(\mathbf G+\mathbf G_0)=\partial v_{S\mathbf q}(\mathbf G)$. In the atomic convention the factor is $e^{i\mathbf G_0\cdot(\mathbf r-\boldsymbol\tau_{g\kappa})}$, because $e^{i\mathbf q'\cdot\boldsymbol\tau_{g\kappa}}=e^{iS\mathbf q\cdot\boldsymbol\tau_{g\kappa}}e^{-i\mathbf G_0\cdot\boldsymbol\tau_{g\kappa}}$, so an atom-dependent phase returns there at the folding step.

When $\mathbf q'=\mathbf q$ the operation belongs to the little group of $\mathbf q$, and (\ref{eq:per}) with (\ref{eq:fold}) relates perturbations at the same wavevector. At $K=(\tfrac13,\tfrac13,0)$ the screw gives $(-\tfrac23,\tfrac13,0)=K+(-1,0,0)$, so $\mathbf G_0=(-1,0,0)$ and the three perturbations of atom 0 at $K$ determine those of atoms 1 and 2.

\section{Linear response, time reversal and the irreducible wavevectors}

\subsection{Symbols and results carried over}

An operation $g=\{S|\mathbf v\}$ maps atoms by $S\boldsymbol\tau_\kappa+\mathbf v=\boldsymbol\tau_{g\kappa}+\mathbf L_\kappa$ and functions by $(P_gf)(\mathbf r)=f(g^{-1}\mathbf r)$. The perturbation $\partial V_{\kappa\alpha\mathbf q}=\sum_pe^{i\mathbf q\cdot\mathbf R_p}\partial_{\kappa\alpha p}V=e^{i\mathbf q\cdot\mathbf r}\partial v_{\kappa\alpha\mathbf q}$ obeys (\ref{eq:A}), with phase $e^{iS\mathbf q\cdot\mathbf L_\kappa}$; its periodic part obeys (\ref{eq:per}), with phase $e^{iS\mathbf q\cdot(S\boldsymbol\tau_\kappa-\boldsymbol\tau_{g\kappa})}$; Fourier components gain $e^{-iS\mathbf G\cdot\mathbf v}$ as in (\ref{eq:fou}); folding by $\mathbf G_0$ multiplies $\partial v$ by $e^{i\mathbf G_0\cdot\mathbf r}$. The bare term (\ref{eq:bare}) obeys all of these. The example structure is the three-atom $P3_121$ crystal with the screw (\ref{eq:screwL}).

\subsection{The law inside density-functional perturbation theory}

A calculation solves $\partial v=\partial v^{\rm ion}+K_{\mathbf q}\chi^0_{\mathbf q}\partial v$ with finite sums, and the law survives only if these respect $g$. Write $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $\langle\cdot\rangle$ a cell average and $\langle u|u\rangle=1$. First-order perturbation theory changes the density matrix between states $m$ and $n$ by $F\langle m|\partial V|n\rangle$. For a mesh $M$ of $N_k$ points and two spin directions,
\begin{align}
(\chi^0_{\mathbf q}x)(\mathbf r)&=\frac{2}{N_k\Omega}\sum_{\mathbf k\in M}\sum_{mn}F\,u_{m\mathbf k+\mathbf q}(\mathbf r)\,u^*_{n\mathbf k}(\mathbf r)\,\langle u_{m\mathbf k+\mathbf q}|x|u_{n\mathbf k}\rangle,\nonumber\\
F&=\frac{f(\varepsilon_{n\mathbf k})-f(\varepsilon_{m\mathbf k+\mathbf q})}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}},
\label{eq:chi}
\end{align}
with $f$ the Fermi--Dirac function and $F\to f'$ for equal energies.

Since $P_g$ commutes with the Hamiltonian, $P_g\psi_{n\mathbf k}$ is an eigenstate of the same energy at $S\mathbf k$, with periodic part $e^{-iS\mathbf k\cdot\mathbf v}P_gu_{n\mathbf k}$. The sum (\ref{eq:chi}) does not depend on the basis chosen within a degenerate level, because $F$ depends only on energies and each state enters once as a function and once as its conjugate. These rotated states may therefore be used at $S\mathbf k$ and $S\mathbf k+S\mathbf q$. The product $u_mu_n^*$ becomes $e^{-iS\mathbf q\cdot\mathbf v}P_g(u_mu_n^*)$. The matrix element of $P_gx$ becomes $e^{+iS\mathbf q\cdot\mathbf v}\langle u_m|x|u_n\rangle$, because the cell average of a periodic function is unchanged by $P_g$. The phases cancel. If $SM=M$ up to reciprocal lattice vectors, the sum over $S\mathbf k$ is the sum over the mesh, and $\chi^0_{S\mathbf q}P_g=P_g\chi^0_{\mathbf q}$. A shift of $\mathbf k$ by $\mathbf G$ is harmless, since it multiplies both $u_m$ and $u_n$ by $e^{-i\mathbf G\cdot\mathbf r}$.

At $\mathbf q=0$ in a metal the chemical potential moves to conserve charge, and $\chi^0x$ is replaced by $\chi^0x-\chi^01\,\langle\chi^0x\rangle/\langle\chi^01\rangle$, whose average vanishes. The constant function and the average are invariant under $P_g$, so the commutation still holds. The kernel is $4\pi/|\mathbf q+\mathbf G|^2$, which depends only on a length, plus $f_{xc}(n(\mathbf r))$ for a local functional, which is invariant with $n$; so $K_{S\mathbf q}P_g=P_gK_{\mathbf q}$. Apply $P_g$, the matrix $S$ and the phase of (\ref{eq:per}) to the equation at $\mathbf q$. The result solves the equation at $S\mathbf q$ with the correct bare term, and if $1-K\chi^0$ is invertible it is the only solution. Invertibility is the linear form of the uniqueness assumed earlier and is lost at an electronic instability.

Two more conditions come from the discretization. A plane-wave sphere $|\mathbf k+\mathbf G|^2/2\le E_{\rm cut}$ is invariant. A real-space grid with $N_3$ points along $\mathbf a_3$ identifies $\mathbf G$ with $\mathbf G+N_3\mathbf b_3$, and the exchange-correlation terms, being nonlinear in $n$, have components that fold in this way. The factor $e^{-iS\mathbf G\cdot\mathbf v}$ is the same for both only if $N_3v_3$ is an integer, which for the screw means that $N_3$ is a multiple of three. The rotation must also map the set of identified vectors onto itself, which for the threefold axis requires $N_1=N_2$.

\subsection{From $\mathbf q$ to $-\mathbf q$}

A real displacement changes a real local potential by a real amount, so $\partial_{\kappa\alpha p}V$ is real. Conjugating (\ref{eq:def}) reverses the sign of $\mathbf q$ in the phases, and conjugating $e^{-i\mathbf q\cdot\mathbf r}$ does the same:
\begin{equation}
\partial v_{\kappa\alpha,-\mathbf q}(\mathbf r)=\partial v_{\kappa\alpha\mathbf q}(\mathbf r)^*,\qquad \partial v_{-\mathbf q}(-\mathbf G)=\partial v_{\mathbf q}(\mathbf G)^* .
\label{eq:B}
\end{equation}
No atom is permuted and no extra phase appears. Time-reversal symmetry of the ground state was not used: as an operator statement, $\partial V_{-\mathbf q}=\partial V_{\mathbf q}^\dagger$ is Hermiticity. In the limit $2\mathbf q=\mathbf G_0$ all phases $e^{i\mathbf q\cdot\mathbf R_p}$ are $\pm1$, and (\ref{eq:B}) with folding says that $\partial V_{\mathbf q}$ is real. For a response at frequency $\omega$ reality relates $(\mathbf q,\omega)$ to $(-\mathbf q,-\omega)$, so reality alone gives (\ref{eq:B}) at equal frequency only in the static case.

The finite sum (\ref{eq:chi}) shows where time reversal does enter. Its conjugate contains $F\,u_{n\mathbf k}u^*_{m\mathbf k+\mathbf q}\langle u_{n\mathbf k}|x^*|u_{m\mathbf k+\mathbf q}\rangle$. Set $\mathbf k'=\mathbf k+\mathbf q$. Since $F$ is symmetric in its two energies, this is the summand of $\chi^0_{-\mathbf q}x^*$ with initial state at $\mathbf k'$, summed over the shifted mesh $M+\mathbf q$. If $\mathbf q$ connects mesh points, $M+\mathbf q=M$ and $(\chi^0_{\mathbf q}x)^*=\chi^0_{-\mathbf q}x^*$ with no further input. If it does not, one uses time reversal: the Hamiltonian is real, so $u_{n,-\mathbf k}=u^*_{n\mathbf k}$ is an eigenstate at $-\mathbf k$ of the same energy. The conjugated summand then reads $F\,u_{m,-\mathbf k-\mathbf q}u^*_{n,-\mathbf k}\langle u_{m,-\mathbf k-\mathbf q}|x^*|u_{n,-\mathbf k}\rangle$, the summand of $\chi^0_{-\mathbf q}x^*$ on the mesh $-M$, and (\ref{eq:B}) requires $-M=M$. Spinor states and magnetic operations, where time reversal also acts on spin, are outside the assumptions made here.

This part has given the law for the periodic part and its Fourier components, the folding rule, the relation (\ref{eq:B}) between $\mathbf q$ and $-\mathbf q$, and the conditions under which a discretized response calculation preserves them. What remains is to carry the law over to displacement patterns, force constants and matrix elements, to count the irreducible wavevectors, to treat the Wannier step, and to test the relations numerically.
